# Heisenberg and anisotropic exchange from a Hubbard bond with spin-dependent hopping, part 2

Two electrons share two sites, $i=1,2$, with one Kramers doublet $\alpha=\uparrow,\downarrow$ per site and equal site energies, set to zero. The operator $c^\dagger_{i\alpha}$ creates an electron; $c_i$ without a spin index stands for the pair $c_{i\uparrow},c_{i\downarrow}$. The Hamiltonian is

$$
H=H_U+V,\qquad H_U=U\sum_{i}n_{i\uparrow}n_{i\downarrow},\qquad
V=-\sum_{\alpha\beta}\left(c^\dagger_{1\alpha}T_{\alpha\beta}c_{2\beta}+\text{h.c.}\right),
$$

where $n_{i\alpha}=c^\dagger_{i\alpha}c_{i\alpha}$ and $U$ is the full cost of moving one electron across the bond. Time reversal restricts the hopping matrix to

$$
T=t+i\boldsymbol\lambda\cdot\boldsymbol\sigma,\qquad t,\boldsymbol\lambda\ \text{real},
$$

with $\boldsymbol\sigma$ the Pauli matrices. The spin, or pseudospin when spin–orbit coupling is strong, is $\mathbf S_i=\tfrac12\sum_{\mu\nu}c^\dagger_{i\mu}\boldsymbol\sigma_{\mu\nu}c_{i\nu}$, in units of $\hbar$, so that exchange constants are energies.

With one electron per site, time reversal gives the coupling the form

$$
H_{\rm eff}=C+\sum_{ab}M_{ab}\,S_1^aS_2^b ,
$$

with $a,b=x,y,z$. If $\boldsymbol\lambda$ is the single direction in the problem, symmetry allows only

$$
M_{ab}=\mathcal A\,\delta_{ab}+\mathcal B\sum_c\epsilon_{abc}\lambda_c+\mathcal C\,\lambda_a\lambda_b ,
$$

where $\mathcal A,\mathcal B,\mathcal C$ depend on $t$, $\lambda^2=|\boldsymbol\lambda|^2$ and $U$, and $\epsilon_{abc}$ is the antisymmetric symbol with $\epsilon_{xyz}=1$.

For hopping small compared with $U$, second order gives

$$
H_{\rm eff}=J\,\mathbf S_1\cdot\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\sum_{ab}\Gamma_{ab}S_1^aS_2^b-\frac{\tau^2}{U},
$$

$$
J=\frac{4(t^2-\lambda^2)}{U},\qquad \mathbf D=\frac{8t\boldsymbol\lambda}{U},\qquad \Gamma_{ab}=\frac{8\lambda_a\lambda_b}{U},
$$

with $\tau^2=t^2+\lambda^2$. The terms are Heisenberg, antisymmetric (Dzyaloshinskii–Moriya) and symmetric anisotropic exchange, and a constant. The next correction is of fourth order in the hopping.

## The hidden rotation and its consequences

The bond treated above has spin-independent hopping $t$, spin-dependent hopping $\boldsymbol\lambda$, total hopping $\tau=\sqrt{t^2+\lambda^2}$ and charge cost $U$. Its hopping matrix is $T=t+i\boldsymbol\lambda\cdot\boldsymbol\sigma$. To second order in $\tau/U$, its spins are coupled by $J=4(t^2-\lambda^2)/U$, $\mathbf D=8t\boldsymbol\lambda/U$ and $\Gamma_{ab}=8\lambda_a\lambda_b/U$, with the additive constant $-\tau^2/U$. From here on the $z$ axis lies along $\boldsymbol\lambda$, so that $D=8t\lambda/U$ and $\Gamma=8\lambda^2/U$ denote the single nonzero components, and $t>0$.

With $\tan\theta=\lambda/t$ the hopping matrix becomes

$$
T=\tau(\cos\theta+i\sigma_z\sin\theta)=\tau e^{i\theta\sigma_z}.
$$

Up and down electrons hop with the same strength and opposite phases. The phases can be absorbed in new operators on site 2, $c_2'=e^{i\theta\sigma_z}c_2$, after which $V=-\tau\sum_\alpha(c^\dagger_{1\alpha}c'_{2\alpha}+\text{h.c.})$. The repulsion is unchanged, because it depends on the total number of electrons on a site. In the new operators this is an ordinary Hubbard bond, with exchange $J_0=4\tau^2/U$ between $\mathbf S_1$ and $\mathbf S_2'$. The new spin is found from

$$
e^{-i\theta\sigma_z}\sigma_xe^{i\theta\sigma_z}=\sigma_xe^{2i\theta\sigma_z}=\sigma_x\cos2\theta+\sigma_y\sin2\theta ,
$$

where $\sigma_x\sigma_z=-i\sigma_y$ was used, and from the same step for $\sigma_y$ with $\sigma_y\sigma_z=i\sigma_x$. The result is

$$
S_2'^x=S_2^x\cos2\theta+S_2^y\sin2\theta,\qquad
S_2'^y=S_2^y\cos2\theta-S_2^x\sin2\theta,\qquad S_2'^z=S_2^z .
$$

Substitution in $J_0\,\mathbf S_1\cdot\mathbf S_2'$ gives

$$
J_0\left[\cos2\theta\,(S_1^xS_2^x+S_1^yS_2^y)+\sin2\theta\,(S_1^xS_2^y-S_1^yS_2^x)+S_1^zS_2^z\right].
$$

Since $\tau^2\cos2\theta=t^2-\lambda^2$ and $\tau^2\sin2\theta=2t\lambda$, the three coefficients are $J$, $D$ and $J+\Gamma$, in agreement with the direct calculation. The three exchanges are one isotropic exchange seen from spin axes that differ by an angle $2\theta$ between the sites. In particular

$$
J^2+D^2=J_0^2,\qquad J+\Gamma=J_0 .
$$

For $t\to0$ the angle $2\theta$ tends to $180^\circ$: $J$ is negative and $D$ vanishes, yet the spectrum is still that of an antiferromagnetic pair of strength $J_0$.

The bond can also be solved without expanding in $\tau/U$. In the new operators, hopping connects the spin singlet to the even combination of the two doubly occupied states. To find the matrix element, let $|\!\uparrow\downarrow\rangle=c^\dagger_{1\uparrow}c'^\dagger_{2\downarrow}|0\rangle$ and $|\!\downarrow\uparrow\rangle=c^\dagger_{1\downarrow}c'^\dagger_{2\uparrow}|0\rangle$, and let $|i\rangle$ be the state with both electrons on site $i$, up operator to the left. Then

$$
V|\!\uparrow\downarrow\rangle=-\tau\bigl(|1\rangle+|2\rangle\bigr),\qquad
V|\!\downarrow\uparrow\rangle=+\tau\bigl(|1\rangle+|2\rangle\bigr).
$$

The opposite sign comes from exchanging two creation operators. The sum of the two singly occupied states is annihilated by $V$, as are the two states with parallel spins, for which Pauli's principle blocks the hop. These are the triplet, at zero energy. The normalized singlet $|s\rangle=(|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle)/\sqrt2$ obeys $V|s\rangle=-2\tau|b\rangle$ with $|b\rangle=(|1\rangle+|2\rangle)/\sqrt2$. In the basis $|s\rangle,|b\rangle$ the Hamiltonian is

$$
\begin{pmatrix}0&-2\tau\\-2\tau&U\end{pmatrix},\qquad
E_\pm=\frac{U\pm\sqrt{U^2+16\tau^2}}2 .
$$

The low states of the lone bond are thus a singlet at $E_-$ and a triplet at zero, and the exchange is

$$
J_{\rm exact}=\frac{\sqrt{U^2+16\tau^2}-U}2=\frac{4\tau^2}U-\frac{16\tau^4}{U^3}+\dots
$$

"Exact" here refers to this two-site, one-orbital model. The angle $2\theta$ enters through the definition of the new operators and not through the expansion, so $J$, $D$ and $J+\Gamma$ of the lone bond are all reduced by the same factor $J_{\rm exact}/J_0$. The probability of double occupancy in the singlet follows from the lower eigenvector of the matrix and equals $\tfrac12\bigl(1-U/\sqrt{U^2+16\tau^2}\bigr)$.

The threefold level is lost if $D$ is kept and $\Gamma$ is dropped. Parallel spins along $z$ would then have the energy $J/4$. In the space of the two antiparallel states the diagonal energy would be $-J/4$ and the off-diagonal element $(J\pm iD)/2$, of magnitude $J_0/2$. The upper of these two levels would lie at $-J/4+J_0/2$, which is above $J/4$ by

$$
\frac{J_0-J}2=\frac\Gamma2 .
$$

This splitting has no counterpart in the Hubbard bond. A calculation that includes $D$ and leaves out $\Gamma$ creates an anisotropy of second order in $\lambda$ that is an artefact.

The same relation decides how classical spins arrange themselves. Replace the spins by vectors of length $\tfrac12$, let them lie in the plane normal to $\boldsymbol\lambda$, and let $\Delta$ be the angle from spin 1 to spin 2. The bond energy, without the constant, is

$$
E=\tfrac14\left(J\cos\Delta+D\sin\Delta\right)=\tfrac14J_0\cos(\Delta-2\theta),
$$

with its minimum $-J_0/4$ at $\Delta=180^\circ+2\theta$. Antiparallel spins along $\boldsymbol\lambda$ have the energy $-(J+\Gamma)/4$, which is also $-J_0/4$. A lone bond therefore turns its spins by $2\theta$ away from antiparallel if they lie in the plane, but has no preference for the plane.

In an open chain every bond can reach its minimum at once. If $\boldsymbol\lambda$ is the same on all bonds, the staggered order, meaning the spin direction with every second spin reversed, turns by $2\theta$ at each step. This is a spiral with a period of $360^\circ/2\theta$ bonds, set by $\lambda/t$ and not by $U$. If $\boldsymbol\lambda$ alternates in sign, the second step undoes the turn of the first. There are then two spin directions, at $180^\circ+2\theta$ to each other, and the mean of the unit vectors has the length

$$
\tfrac12\left|1+e^{i(180^\circ+2\theta)}\right|=\tfrac12\left|1-e^{2i\theta}\right|=\sin\theta .
$$

This is a canted antiferromagnet with a net moment. With spins along $\boldsymbol\lambda$ the moment is zero and the energy is the same. Within this classical nearest-neighbour model, some further interaction or an applied field must select the spiral or the canted state.

For numbers, take $t=0.25$ eV, $\lambda=0.05$ eV, $U=2.5$ eV and a site spacing of 0.39 nm. The squares are $t^2=0.0625$ and $\lambda^2=0.0025$ eV², and

$$
J=\frac{4(0.0625-0.0025)}{2.5}\ \text{eV}=96\ \text{meV},\quad
D=\frac{8(0.25)(0.05)}{2.5}\ \text{eV}=40\ \text{meV},\quad
\Gamma=\frac{8(0.0025)}{2.5}\ \text{eV}=8\ \text{meV}.
$$

The isotropic strength is $J_0=4(0.065)/2.5$ eV $=104$ meV, or about 1200 K after division by Boltzmann's constant. It equals both $J+\Gamma$ and $\sqrt{96^2+40^2}$ meV. Without $\Gamma$ the triplet would be split by 4 meV. From $\tan\theta=0.2$ one has $\theta=11.3^\circ$ and a turn of $22.6^\circ$ per bond. Uniform $\boldsymbol\lambda$ gives a period of 15.9 bonds, or 6.2 nm; alternating $\boldsymbol\lambda$ gives a net moment of 0.196 of the full moment. Both classical arrangements have $-26$ meV per bond. The numerical output lists these values and those used below.

The first omission is that of higher orders. Here $\sqrt{U^2+16\tau^2}=\sqrt{6.25+1.04}$ eV $=2.70$ eV, so $J_{\rm exact}=100$ meV, and the second-order value is 4% above it. The fourth-order term, $-4.3$ meV, slightly exceeds the difference of $-4.0$ meV; the remaining orders give back 0.3 meV. Both electrons are on one site in 3.7% of the singlet.

With more than two sites the correction can be larger. Consider a ring of four sites with the same $t$, $\lambda$ and $U$, where $T$ describes each hop from an even to an odd site. The phases cancel around the ring, and spin rotations on the even sites remove them. The second-order model is then an isotropic ring,

$$
H_{\rm ring}=J_0(\mathbf S_1+\mathbf S_3)\cdot(\mathbf S_2'+\mathbf S_4'),
$$

apart from a constant. Its lowest levels have spin one on each pair of opposite sites. With total spin $S$ their energy is $\tfrac12J_0[S(S+1)-4]$, which is $-2J_0$ for $S=0$ and $-J_0$ for $S=1$. The gap is $J_0=104$ meV. Diagonalization of the Hubbard ring gives 78 meV, 25% less than the spin model. When all hopping is reduced tenfold at fixed $U$, the two gaps agree within 1%, which identifies the difference as an effect of higher orders. It is much larger than that of the lone bond, so for a lattice that contains such rings the second-order pair exchange should not be trusted at these parameters without a check.

The second omission is that of other orbitals. A model with three orbitals per site, $yz$, $zx$ and $xy$, and one hole per site measures it. The spin–orbit constant $\zeta=0.40$ eV separates a doublet at $-\zeta$ from a quartet at $\zeta/2$. Projected on these three orbitals, the orbital angular momentum has, up to its sign, the same matrices as for the three components of a vector, and the doublet has amplitudes $(\sigma_a)_{\sigma m}/\sqrt3$ for orbital $a$, spin $\sigma$ and pseudospin $m$. A real orbital hopping matrix $h_{ab}$ is thereby projected to

$$
\tfrac13\sum_{ab}\sigma_ah_{ab}\sigma_b=\tfrac13\Bigl(\sum_ah_{aa}+i\sum_{abc}\epsilon_{abc}h_{ab}\sigma_c\Bigr).
$$

For a bond along $x$, let $h_{zx,zx}=h_{xy,xy}=0.375$ eV and $h_{yz,zx}=-h_{zx,yz}=0.075$ eV, with all other elements zero. The projection gives $t=0.75/3=0.25$ eV and $\lambda=2(0.075)/3=0.05$ eV, as before. The mean repulsion of two holes in the doublet is held at 2.5 eV.

Without Hund coupling, diagonalization of this bond gives $M_{xx}=M_{yy}=99$ meV, $M_{zz}=107$ meV and $D=41$ meV. Each is about 3 to 4% above the second-order result, whereas the one-orbital bond lies 4% below it. The quartet thus reverses the sign of the higher-order correction at these parameters. The exchange matrix is still a rotation times a single strength, to the digits printed.

A Hund coupling of 0.30 eV changes this. At the same mean doublet repulsion the values become $M_{xx}=105$, $M_{yy}=100$, $M_{zz}=108$ and $D=43$ meV. The matrix now distinguishes $x$ from $y$. The argument from symmetry at the start allowed no such difference, because it admitted $\boldsymbol\lambda$ as the single direction; the orbitals add the direction of the bond. The largest and smallest strengths of the exchange matrix, its singular values, differ by 5.4 meV, which is to be compared with $\Gamma=8$ meV. For these parameters Hund coupling alters $D$ by about 5%, but the anisotropy it adds is comparable to the whole symmetric term. The one-orbital formula for $\Gamma$ is then needed for consistency with $D$, but it does not predict the preferred spin direction.

The parameters are round numbers in the rough range of layered iridium oxides, where strong spin–orbit coupling makes the low doublet a pseudospin. Once the doublet is formed, the projection above fixes $\lambda/t$ by the orbital hopping, the antisymmetric element against the trace, and not by $\zeta$; without an antisymmetric element $\boldsymbol\lambda$ vanishes. A rotation of the oxygen octahedra can supply such an element. In the oxides with rotated octahedra the rotation alternates from site to site, and $\boldsymbol\lambda$ therefore alternates from bond to bond along a row. This excludes the 6 nm spiral, which belongs to a hypothetical chain with uniform $\boldsymbol\lambda$, but leaves both the canted state and collinear order along $\boldsymbol\lambda$ possible. The single-layer compound Sr$_2$IrO$_4$ shows the canted state. Its measured exchange is roughly 60 to 100 meV and the canting roughly ten degrees, so the model values are of the right size. With alternating $\boldsymbol\lambda$ a spin rotation on one sublattice makes the second-order model isotropic, as in the ring, so its excitation energies are set by $J_0=104$ meV and not by $J=96$ meV. The value to compare thus lies slightly above the quoted range, before higher orders in the hopping lower it. The model canting is $11^\circ$. Its charge gap is a few tenths of an eV, far below the $U=2.5$ eV used here. The motion of added electrons and holes is one effect that lowers the gap below $U$. On a lone bond it gives a charge gap $U-2\tau+2J_{\rm exact}\approx2.2$ eV, and on a lattice, where they can move further, the reduction is larger. The assumption of well-separated charge states is therefore weaker in the material than $\tau/U\approx0.1$ suggests. The errors found above, 25% in the gap of the four-site ring and several meV of anisotropy from Hund coupling, belong to small clusters at the chosen parameters. In the material they can be larger.

Temperature sets a different limit. At 300 K the thermal energy is 26 meV, about a quarter of $J_0$ and three times $\Gamma$. A lone bond with $J_{\rm exact}=100$ meV is then in its singlet with probability

$$
\frac1{1+3e^{-100/25.85}}\approx0.94 .
$$

This describes an isolated pair. It says nothing about the temperature at which a lattice orders, which depends on how the bonds are connected and on the anisotropies that the lone one-orbital bond does not have.

## Numbers as computed

```
INPUT
spin-independent hopping t: 0.250 eV
spin-dependent hopping lam (along z): 0.050 eV
charge cost U: 2.50 eV
site spacing: 0.39 nm
SECOND-ORDER EXCHANGE
total hopping tau: 0.2550 eV
Heisenberg J: 96.00 meV
antisymmetric D_z: 40.00 meV
symmetric Gamma_zz: 8.00 meV
J0 = 4 tau^2/U: 104.00 meV
J0 divided by Boltzmann constant: 1207 K
constant -tau^2/U: -26.00 meV
ratio D/J: 0.4167
theta: 11.31 degrees
false triplet splitting without Gamma: 4.00 meV
CLASSICAL TEXTURES
twist per bond, uniform lam: 22.62 degrees
pitch, uniform lam: 15.92 bonds
pitch length, uniform lam: 6.21 nm
net moment fraction, alternating lam: 0.1961
bond energy, spins along lam: -26.00 meV
bond energy, spins normal to lam: -26.00 meV
NEGLECTED: HIGHER ORDERS
exact one-bond exchange: 100.00 meV
fourth-order term: -4.33 meV
double occupancy in singlet: 3.70 %
four-site ring gap, spin model: 104.00 meV
four-site ring gap, exact Hubbard: 78.31 meV
NEGLECTED: OTHER ORBITALS (exact two-site bond)
spin-orbit constant zeta: 0.40 eV
Hund coupling: 0.30 eV
orbital repulsion with Hund coupling: 2.90 eV
M_xx, no Hund: 99.16 meV
M_yy, no Hund: 99.16 meV
M_zz, no Hund: 107.48 meV
D_z, no Hund: 41.47 meV
spread of strengths, no Hund: 0.00 meV
M_xx, with Hund: 104.88 meV
M_yy, with Hund: 99.86 meV
M_zz, with Hund: 108.32 meV
D_z, with Hund: 43.46 meV
spread of strengths, with Hund: 5.39 meV
gap above the four spin states: 418 meV
TEMPERATURE
thermal energy at 300 K: 25.85 meV
singlet share of a lone bond at 300 K: 94.1 %
```
